How Long Water Takes to Soften the Top of a Polyurethane Pad

**A straight-line estimate**

Suppose that the water content of an initially dry pad falls along a straight line, from its equilibrium value at the wet surface to zero at a front a distance s below. Let x be the depth, t the time since wetting, and u the water content divided by its equilibrium value. Then

u = 1 − x/s for x < s, and u = 0 beyond.

The water taken up per unit area is the area under this line, s/2, measured in units of the equilibrium concentration. In the same units Fick's law gives the flux through the surface as the diffusivity D times the slope 1/s. Uptake must grow at the rate at which water enters:

d(s/2)/dt = D/s.

Multiplying by 2s gives s ds/dt = 2D. The left side is half the time derivative of s², and s starts from zero, so

s² = 4Dt.

A time follows once it is decided what counts as wet enough. The main criterion here is that the water content at depth L has reached half its equilibrium value. Since u falls with depth, everything above L is then at least half saturated. On the straight line, 1 − L/s = 1/2 requires s = 2L, and

t = s²/(4D) = L²/D.

For L = 50 µm and an assumed D = 10 µm²/s, this is 2500/10 = 250 s, about four minutes. The diffusivity, equal to 1.0 × 10⁻⁷ cm²/s, is a rough value for water in polyurethane near room temperature. It is an input to the estimate, not a measurement on a particular pad.

The straight line respects the overall water balance but not the local one. It has no curvature between the surface and the front, so Fick's law would leave the content there unchanged, while the assumed line keeps rising. The profile itself has to be found.

**The profile from Fick's law**

The pad is nonporous, D is constant, and diffusion is perpendicular to the surface. The liquid is pure water, so no depleted liquid layer has to be crossed, and the polymer at the surface is taken to reach equilibrium at once. The pad is treated as infinitely thick, which is checked below. The flux is −D ∂u/∂x, and conservation of water gives

∂u/∂t = D ∂²u/∂x²,

u(0,t) = 1, u(x,0) = 0, u → 0 as x → ∞.

Stretching x by a factor λ and t by λ² changes neither the equation nor these conditions. The solution can therefore depend only on a combination that the stretching leaves alone. A convenient choice is

z = x/(2√(Dt)), u(x,t) = F(z).

At fixed x, z varies as t^(−1/2), so ∂z/∂t = −z/(2t). At fixed t, ∂z/∂x = 1/(2√(Dt)). Hence

∂u/∂t = −zF′/(2t), ∂²u/∂x² = F″/(4Dt).

Inserting these and multiplying by 4t gives

F″ = −2zF′.

This is a first-order equation for F′, with solution F′ = A exp(−z²). Integrating from the surface, where F = 1, gives F(z) = 1 + A∫₀ᶻ exp(−y²) dy. Far below the surface F must vanish. The full integral is √π/2, so A = −2/√π, and

u = 1 − (2/√π)∫₀ᶻ exp(−y²) dy = erfc(z).

If a fraction f is required at depth L, let z_f be the number for which erfc(z_f) = f. Setting L/(2√(Dt)) = z_f, squaring and solving for t gives

t = L²/(4D z_f²).

For f = 1/2, z_f = 0.4769. The prefactor 1/(4z_f²) is 1.099, and

t = 1.099 × 250 s = 275 s = 4.6 min.

The straight-line estimate is 9% below this. A finite-difference solution of Fick's law, started from a dry pad, gives 274.7 s against 274.8 s from the formula. In the same calculation, doubling the depth multiplies the time by 4.000, as L²/D requires.

At 275 s the diffusion length √(Dt) is 52 µm. The water content is 0.89 at 10 µm, 0.74 at 25 µm, 0.50 at 50 µm and 0.18 at 100 µm. There is no sharp boundary between wet and dry polymer, which is why the criterion has to accompany the time.

**From water content to softness**

A polishing load presses on the whole layer, so its average state matters too. Write Z = L/(2√(Dt)). Changing the integration variable from x to z, the mean water content of the layer is

U = (1/L)∫₀ᴸ u dx = (1/Z)∫₀ᶻ erfc(z) dz, with upper limit z = Z in the last integral.

Integrate by parts. The derivative of erfc(z) is −(2/√π)exp(−z²), so the integral equals

Z erfc(Z) + (2/√π)∫ z exp(−z²) dz = Z erfc(Z) + [1 − exp(−Z²)]/√π,

where the remaining integral again runs from 0 to Z. Dividing by Z,

U = erfc(Z) + [1 − exp(−Z²)]/(Z√π).

At the main time, Z = 0.4769 and U = 0.50 + 0.24 = 0.74.

To relate U to stiffness, divide the layer into thin sheets parallel to the surface. They carry the same pressure p, and a sheet of modulus E is strained by p/E. The compressions add, so the effective modulus obeys

1/E_eff = (1/L)∫₀ᴸ dx/E.

Here E is the modulus for compression of a thin layer, with the same lateral constraint for every sheet. Let E_d and E_w be its dry and saturated values. If the local compliance 1/E rises linearly with u, averaging gives

1/E_eff = 1/E_d + U(1/E_w − 1/E_d).

Within this model U is the fraction of the final rise in compliance that has been achieved. For an assumed ratio E_d/E_w = 1.5, multiplying by E_d and inverting yields

E_eff/E_d = 1/(1 + 0.5 × 0.741) = 0.73.

The fully wet value is 1/1.5 = 0.67. Within this model, which also assumes that the modulus follows the local water content without delay, most of the softening has happened at 4.6 min. If the logarithm of the modulus, rather than the compliance, is linear in u, the softening fraction is 0.71 instead of 0.74. The choice between these two laws matters little for this modest modulus ratio.

**Stricter criteria**

Demanding 90% instead of 50% changes the time far more than its small numerical step suggests. Near saturation z is small, and exp(−y²) in the integral for u can be replaced by 1. Then

1 − f ≈ 2z_f/√π, so z_f² ≈ π(1 − f)²/4.

Substitution in the formula for t gives

t ≈ L²/[πD(1 − f)²].

For the layer mean, use erfc(Z) ≈ 1 − 2Z/√π and 1 − exp(−Z²) ≈ Z². The second term of U becomes Z/√π, and

1 − U ≈ 2Z/√π − Z/√π = Z/√π.

Thus Z² ≈ π(1 − U)², and

t ≈ L²/[4πD(1 − U)²].

Once the deficit is small, halving it multiplies the total time by about four in either case. At 90% the two approximations give 7958 s and 1989 s. The full formulas give 7916 s, or 2.2 h, for 90% at depth L, and 1969 s, or 33 min, for a 90% layer mean. Finite differences give 7916 s and 1968 s.

The straight line can be tried on the same criteria. For 90% at depth L it needs s = 10L, so t = 25L²/D = 6250 s. Its mean deficit is L/(2s), so a 90% mean needs s = 5L and t = 6.25L²/D = 1563 s. Both are 21% below the full results. The straight-line estimate has the right scaling, and its error grows from 9% to 21% as the criterion is tightened from half saturation to these values.

**Why a separate film is quicker**

A film 50 µm thick, wetted on one face and sealed on the other, is a different problem. No water crosses x = L, so ∂u/∂x = 0 there. The deficit q = 1 − u obeys the same diffusion equation, vanishes at x = 0 and starts at 1. Its separated solutions are

sin(kₙx) exp(−Dkₙ²t), kₙ = (2n + 1)π/(2L), n = 0, 1, 2, …,

because these kₙ make cos(kₙL) zero at the sealed face. Projecting the initial value 1 on each sine gives the coefficient

(2/L)∫₀ᴸ sin(kₙx) dx = 2/(kₙL).

The average of sin(kₙx) over the film is 1/(kₙL). The mean deficit is therefore

1 − U = Σ 2/(kₙL)² exp(−Dkₙ²t) = Σ 8/[(2n + 1)²π²] exp(−Dkₙ²t).

Keeping the slowest term, n = 0, and taking the logarithm gives

t ≈ [4L²/(π²D)] ln{8/[π²(1 − U)]}.

For U = 0.9 this is 0.4053 × 250 s × ln(8.106) = 212 s. The next term decays nine times as fast and is by then less than 10⁻⁸ of the first. Finite differences also give 212.0 s.

With the same D, thickness and mean content, the top of the thick pad takes 9.3 times as long. The reason is visible in the water balance. Letting Z become large in the integral of erfc shows that the total uptake of a thick pad is 2√(Dt/π). At 1969 s, √(Dt) = 140 µm, so the uptake equals that of 158 µm of saturated polymer. The top layer holds 45 µm of this; the rest has gone deeper. A sealed film keeps what enters, and its deficit decays exponentially. In the thick pad the deficit of the top layer falls only as t^(−1/2) once it is small.

The real pad is not infinitely thick. For a thickness H = 2000 µm with a sealed back, the leading correction at depth L comes from water reflected there, with path length 2H − L. Its size, erfc[(2H − L)/(2√(Dt))], is 3 × 10⁻²³ even at 7916 s. The back of the pad plays no part in these times.

**What can move the estimate**

The uncertainty in D passes directly into the time. With the other inputs fixed, D = 3 µm²/s gives 916 s for half saturation at 50 µm, and D = 30 µm²/s gives 92 s. The corresponding times for a 90% layer mean are 6562 s and 656 s.

Temperature acts through D. For an Arrhenius law with a rough activation energy E_a = 45 kJ/mol, and R the gas constant, warming from T₁ = 298 K to T₂ = 323 K multiplies D by

exp[(E_a/R)(1/T₁ − 1/T₂)] ≈ 4.1.

If the whole soak takes place at the higher temperature, the main time falls to 67 s.

Diffusion may also become easier as the polymer takes up water. Take D(u) = D_d 2ᵘ, with D_d = 10 µm²/s in the dry pad, and define w = ∫₀ᵘ D(y) dy. Then ∂w/∂x = D ∂u/∂x and ∂w/∂t = D ∂u/∂t, so

∂w/∂t = D(u) ∂²w/∂x².

A pad that has already soaked for a while is nowhere drier than a dry one, and keeps this lead under the same surface condition. Thus w never falls with time and its curvature is nonnegative. It must then lie between the solutions for constant diffusivities D_d and 2D_d with the same surface value of w. At u = 1/2, w is (√2 − 1)/(2 − 1) = 0.414 of its surface value. The two constant-D problems reach this fraction after 187 s and 94 s, which bracket the answer. The numerical solution gives 149 s.

A surface that equilibrates slowly has the opposite effect. Let its content be 1 − exp(−t/τ). Between times r and r + dr it rises by exp(−r/τ)dr/τ, and each small rise starts its own erfc response. Since the equation is linear, these add:

u(L,t) = ∫₀ᵗ (1/τ) exp(−r/τ) erfc{L/[2√(D(t − r))]} dr.

For an assumed lag τ = 60 s, half saturation at L is reached after 346 s instead of 275 s.

Wear at speed v removes wet polymer during the soak. With x now measured from the receding surface, the equation is ∂u/∂t = D ∂²u/∂x² + v ∂u/∂x, and its solution is

u = ½{erfc[(x + vt)/(2√(Dt))] + exp(−vx/D) erfc[(x − vt)/(2√(Dt))]}.

The first term is the earlier solution written with the original depth x + vt. In the second, put u = exp(−vx/D)g. The terms in v²g cancel, leaving ∂g/∂t = D ∂²g/∂x² − v ∂g/∂x, which is diffusion seen from a frame moving the other way; the stated erfc solves it. At x = 0 the two erfc terms add to 2, so u = 1, and both vanish at the start for x > 0.

At a rough wear rate of 20 µm/h, the main time rises from 275 s to 284 s. The time for 90% at 50 µm rises from 7916 s to 10520 s, by 33%. After a long time u tends to exp(−vx/D), which is 0.973 at 50 µm. In an infinitely thick pad, a stricter local target than 97.3% would never be met at this wear rate. A real pad with a sealed back is not bound by this limit. Water that cannot leave through the back raises the content at 50 µm above 97.3% after about 40 h, when roughly 1.2 mm of the original 2 mm is left.

**The estimate beside a real pad**

The inputs are meant for a hard, solid polyurethane polishing pad about 2 mm thick, soaked in water at 25 °C. All are rough typical values. A pad with open pores breaks the central assumption, because liquid can enter without diffusing through the full depth of polymer; these times do not apply to it. Many commercial hard pads contain closed pores, which this model of a uniform solid also leaves out. Grooves also admit water from the side. For lands 2 mm wide, two edge strips of width √(Dt) occupy 5% of the land at 275 s, but 28% at 7916 s, so the longest time is the least secure for a grooved pad. These shares describe the area near the walls; the change in soaking time can be larger. Swelling by 2% in thickness sets a scale of 4% for the change in time, since t varies as L². Among the effects sized here, the diffusivity and its temperature dependence move the main result most, by factors of three to four for the values assumed. Those values are not bounds. A hard, glassy polyurethane may have a smaller D, and since t varies as 1/D, D = 1 µm²/s would give about 2750 s, or 46 min. Uptake in such a polymer can also be limited by slow chain relaxation, which Fick's law with a fixed D leaves out.

For half saturation at 50 µm, a few minutes is the appropriate estimate at D = 10 µm²/s; a 90% layer mean needs about half an hour. The numerical output below gives the values behind these figures.

Computed values

```
Assumed diffusivity D: 10.0 um^2/s = 1.0e-07 cm^2/s
Depth L: 50 um; pad thickness: 2000 um
Time scale L^2/D: 250.0 s
z for half saturation: 0.4769
z for 90% saturation: 0.08886
Prefactor, 50% at L: 1.099
Time, 50% at L: 274.8 s = 4.58 min
  same, finite differences: 274.7 s
  ratio of times for depth 2L and L: 4.000
Prefactor, layer mean 90%: 7.874
Time, layer mean 90%: 1969 s = 32.8 min
  same, finite differences: 1968 s
  near-saturation estimate: 1989 s
Prefactor, 90% at L: 31.66
Time, 90% at L: 7916 s = 2.20 h
  same, finite differences: 7916 s
  near-saturation estimate: 7958 s
Isolated film, mean 90%: 212.0 s
  same, finite differences: 212.0 s
Thick-pad/film time ratio, mean 90%: 9.28
Diffusion length sqrt(Dt) at main time: 52.4 um
  u at 0 um at main time: 1.000
  u at 10 um at main time: 0.893
  u at 25 um at main time: 0.736
  u at 50 um at main time: 0.500
  u at 100 um at main time: 0.177
Layer mean at main time: 0.741
Assumed dry/wet modulus ratio: 1.50
Layer modulus/dry modulus at main time: 0.730
Fully wet modulus/dry modulus: 0.667
Softening fraction, logarithmic law: 0.705
D = 3 um^2/s: 50% at L in 916 s, mean 90% in 6562 s
D = 30 um^2/s: 50% at L in 92 s, mean 90% in 656 s
Activation energy: 45 kJ/mol
D factor from 25 to 50 C: 4.07
Hot pad, 50% at L: 67 s
Hot pad, mean 90%: 483 s
Assumed wear: 20 um/h
Wear removed in main time: 1.53 um
With wear, 50% at L: 284.0 s
With wear, 90% at L: 10520 s
With wear, long-time u at L: 0.973
Surface lag 60 s: 50% at L in 346 s
D wet/dry = 2.0: 50% at L in 149 s
  bracket: 94 to 187 s
Swelling 2%: time change scale 4.0%
Land width: 2000 um; share near groove walls: 5.2%
Sealed-back effect on u at L, longest time: 3e-23
```
